\section*{Misfit Dislocations and the Coherency Limit of Core–Shell Nanowires}

\section{Two geometries}

\textbf{Q.} I am growing a silicon–germanium shell on a silicon nanowire. A nanowire has free sidewalls, so it relaxes its misfit elastically. Surely I need not worry about misfit dislocations?

\textbf{A.} That argument belongs to a different wire. Suppose two materials are stacked end to end. Away from the junction each segment can take its own lattice parameter, because nothing holds it along its length. Strain survives near the junction only.

In a core–shell wire the two materials run side by side. If they stay coherent, they must stretch together along the interface. Away from the ends, the whole section then has one common axial strain, and sidewalls cannot remove that constraint.

I compared the two by axisymmetric finite elements, with equal outer radius $R$ and equal elastic constants. Doubling the wire length from $6R$ to $12R$ left the energy of the stacked wire unchanged to about one part in a million. The core–shell energy, for a core of radius $R/2$, rose by a factor of 2.10. The factor exceeds two because the relaxed ends lower the energy by an amount that does not grow with length.

\section{The coherent wire}

\textbf{Q.} How much axial stress remains far from the ends?

\textbf{A.} Take a circular core of radius $a$ and a shell of thickness $h=R-a$, both isotropic with shear modulus $\mu$ and Poisson ratio $\nu$. The unstrained shell lattice is larger by a fraction $f>0$. Measure displacement from the core lattice; tension is positive. The axial strain is a constant $e$, and radial equilibrium gives
\begin{equation}
u_r=Ar\ (r<a),\qquad u_r=Br+C/r\ (a<r<R).
\end{equation}
The elastic strains $(rr,\theta\theta,zz)$ are $(A,A,e)$ in the core and $(B-C/r^2-f,\;B+C/r^2-f,\;e-f)$ in the shell. Continuity of $u_r$ requires $A-B=C/a^2$. With $\lambda=2\mu\nu/(1-2\nu)$, continuity of $\sigma_{rr}$ reads
\begin{equation}
\lambda(2A+e)+2\mu A=\lambda(2B+e-3f)+2\mu(B-f-C/a^2).
\end{equation}
Replacing $A-B$ by $C/a^2$ gives
\begin{equation}
\frac{C}{a^2}=-\frac{3\lambda+2\mu}{2(\lambda+2\mu)}f=-\frac{1+\nu}{2(1-\nu)}f .
\end{equation}
The elastic dilatation therefore jumps, from core to shell, by
\begin{equation}
-2C/a^2-3f=-\frac{2(1-2\nu)}{1-\nu}f .
\end{equation}
Multiplying by $\lambda$ and adding $-2\mu f$ gives the jump in axial stress:
\begin{equation}
\sigma_s-\sigma_c=-Mf,\qquad M=\frac{2\mu(1+\nu)}{1-\nu}.
\end{equation}
Both axial stresses are uniform. The net axial force vanishes, so with $\eta=a^2/R^2$ we have $\eta\sigma_c+(1-\eta)\sigma_s=0$, and
\begin{equation}
\sigma_c=Mf(1-\eta),\qquad \sigma_s=-Mf\eta .
\end{equation}
A thicker shell passes more of the misfit to the core. It does not remove it.

\textbf{Q.} And the stored energy?

\textbf{A.} The stress trace is $3\lambda+2\mu$ times the dilatation, so it jumps by $-2Mf$. Its average over the section is zero: the axial part by force balance, the in-plane part because $\int\sigma_{\alpha\alpha}\,dA=\oint x_\alpha\sigma_{\alpha\beta}n_\beta\,ds=0$ on a free surface. The shell trace is thus $-2Mf\eta$ and the core trace $2Mf(1-\eta)$.

In a traction-free body with imposed stress-free strain $\varepsilon^*$, the energy is $-\frac12\int\sigma:\varepsilon^*\,dV$, since self-equilibrated stress does no work on a compatible total strain. Here $\varepsilon^*$ is $f$ in all three directions in the shell. Per unit length,
\begin{equation}
w=\tfrac12 f(2Mf\eta)\,\pi(R^2-a^2)=Mf^2\pi a^2(1-\eta).
\end{equation}
Also, in the core $\sigma_{rr}+\sigma_{\theta\theta}=Mf(1-\eta)$. Hooke's law with $M=E/(1-\nu)$ and Young's modulus $E$ then gives $e=(1-\nu)\sigma_c/E=f(1-\eta)$.

Your intuition does contain something true: $w$ saturates at $Mf^2\pi a^2$ for a thick shell, whereas the energy per area of a film on a thick flat substrate grows with film thickness. A sufficiently thin core may therefore never offer enough energy to pay for a dislocation.

\section{The price of a loop}

\textbf{Q.} Which dislocation would relieve the axial misfit, and what does it gain?

\textbf{A.} Consider a loop around the core, at the interface, with Burgers vector $b$ along the axis. It is equivalent to inserting an extra disc of core material, $\varepsilon^*_{zz}=b\,\delta(z)$ for $r<a$. By the same work identity, its cross energy with the misfit stress is
\begin{equation}
-b\int_{r<a}\sigma_c\,dA=-bMf(1-\eta)\pi a^2 .
\end{equation}
The sign is negative because the stretched core gains length.

\textbf{Q.} What does the loop itself cost?

\textbf{A.} First put it in an infinite body. By symmetry the plane $z=0$ is free of shear, and the upper half-space has $u_z=b/2$ on the disc and zero outside. For one radial wavenumber $q$, the fields
\begin{align}
2\mu u_z&=P[2(1-\nu)+qz]e^{-qz}J_0(qr),\\
2\mu u_r&=P[qz-(1-2\nu)]e^{-qz}J_1(qr)
\end{align}
satisfy elastic equilibrium. They give $\sigma_{rz}=0$ and $\sigma_{zz}=-PqJ_0$ at $z=0$. A surface displacement $u_0J_0(qr)$ has $P=\mu u_0/(1-\nu)$ and hence stress $-\mu q u_0J_0/(1-\nu)$.

The disc profile is $\int_0^\infty aJ_1(qa)J_0(qr)\,dq$. Multiply it by $b/2$, insert the stress, and integrate $-\frac12b\sigma_{zz}$ over a disc of radius $\rho=a-r_0$. The cutoff $r_0$ represents the dislocation core. Since $\int_0^\rho J_0(qr)2\pi r\,dr=2\pi\rho J_1(q\rho)/q$,
\begin{equation}
W_\infty=\frac{\pi\mu b^2a\rho}{2(1-\nu)}\int_0^\infty J_1(qa)J_1(q\rho)\,dq .
\end{equation}
The Bessel addition theorem and $\int_0^\infty J_0(qd)\,dq=1/d$ turn the integral into
\begin{equation}
\frac1\pi\int_0^\pi\frac{\cos\phi\,d\phi}{\sqrt{(a-\rho)^2+4a\rho\sin^2(\phi/2)}} .
\end{equation}
For $r_0\ll a$, write $\cos\phi=1-2\sin^2(\phi/2)$. Split the first part at a small angle $\delta\gg r_0/a$: the two pieces are $a^{-1}\ln(2a\delta/r_0)$ and $a^{-1}\ln(4/\delta)$, with sum $a^{-1}\ln(8a/r_0)$. The second part is $-a^{-1}\int_0^\pi\sin(\phi/2)\,d\phi=-2/a$. Thus
\begin{equation}
W_\infty=\frac{\mu b^2a}{2(1-\nu)}\Lambda,\qquad \Lambda=\ln\frac{8a}{r_0}-2 .
\end{equation}

\textbf{Q.} But my wire has a free surface.

\textbf{A.} It lowers the cost. Equilibrium minimizes elastic energy among fields with the prescribed displacement jump. The infinite-body field, restricted to the wire, is one such field, and the energy outside has been discarded. So $W_\infty$ is an upper bound. Write the cost as
\begin{equation}
W=\frac{\mu b^2a}{2(1-\nu)}(\Lambda+D),\qquad D(R/a)<0 .
\end{equation}

To compute $D$, write $b\delta(z)=(b/\pi)\int_0^\infty\cos kz\,dk$. For each $k$, set $u_r=U\cos kz$, $u_z=V\sin kz$ and $x=kr$. Two regular solutions are
\begin{equation}
(U,V)=(I_1,-I_0),\quad (xI_0-4(1-\nu)I_1,\,-xI_1).
\end{equation}
They are the gradient of a harmonic function, divided by $k$, and $\nabla(r\psi)-4(1-\nu)\psi\,\mathbf e_r$ with $\psi\,\mathbf e_r$ harmonic. Replacing $I_0,I_1$ by $K_0,-K_1$ gives the decaying pair. In the core, add the stress-free displacement $u_z=\sin(kz)/k$. Matching displacement and traction at $a$, with decaying solutions outside, gives the infinite-body field; regular solutions are then added throughout to cancel its traction at $R$. If $\hat F(k)$ is the core axial force of this added field at $z=0$, the energy change is $-(b^2/2\pi)\int_0^\infty\hat F\,dk$. I evaluated this numerically. For $R=2a$ and $\nu=0.22$, $D=-0.267$.

\section{The coherency limit}

\textbf{Q.} When does the loop win?

\textbf{A.} Equate cost and release:
\begin{equation}
\frac{\mu b^2a}{2(1-\nu)}(\Lambda+D)=b\,\frac{2\mu(1+\nu)}{1-\nu}f_c(1-\eta)\pi a^2 .
\end{equation}
Cancelling $\mu b a/(1-\nu)$ leaves
\begin{equation}
f_c=\frac{b(\Lambda+D)}{4\pi(1+\nu)a(1-\eta)} .
\end{equation}
The shear modulus cancels because it is uniform. For an infinitely thick shell, $D$ and $\eta$ vanish:
\begin{equation}
f_\infty=\frac{b\Lambda}{4\pi(1+\nu)a} .
\end{equation}
If $f>f_\infty$, a finite limiting thickness must exist. Dropping the negative $D$ gives the sufficient condition $1-\eta>f_\infty/f$, or
\begin{equation}
h>a\left[(1-f_\infty/f)^{-1/2}-1\right].
\end{equation}

\textbf{Q.} Does this reduce to a flat film when the core is huge?

\textbf{A.} Yes. For $h\ll a$, $1-\eta\simeq2h/a$. At $h/a=0.001$ the numerical $D$ agrees within 0.03 with $\ln(h/4a)+3/2$. I identify that form numerically rather than derive it. It makes $\Lambda+D=\ln(2h/r_0)-1/2$, so
\begin{equation}
f_c\simeq\frac{b}{8\pi(1+\nu)h}\left[\ln\frac{2h}{r_0}-\frac12\right].
\end{equation}
The core radius has dropped out, as it should for a film on a thick substrate.

\section{A silicon-like wire}

\textbf{Q.} Put in numbers for my wire: 30 nm core radius and 30 nm shell.

\textbf{A.} I use rough values: $f=0.015$, $\mu=65$ GPa, $\nu=0.22$, $b=0.38$ nm and $r_0=b/4=0.095$ nm. Then $\eta=(30/60)^2=0.25$ and $M=2(65)(1.22)/0.78=203.3$ GPa. The core carries $203.3(0.015)(0.75)=2.29$ GPa and the shell $-0.76$ GPa. The stored energy is about 606 eV per nm of length.

For the loop, $\Lambda=\ln(240/0.095)-2=5.83$. The prefactor is $65(0.38)^2(30)/1.56=180.5$ GPa nm$^3$, and 1 GPa nm$^3$ is 6.24 eV. The cost is therefore $180.5(5.83-0.27)(6.24)\simeq6.3$ keV. The release is $0.38(2.29)\pi(30)^2(6.24)\simeq15.3$ keV. The loop lowers the energy by about 9 keV, so this coherent wire is beyond its equilibrium limit.

\textbf{Q.} Where was the limit crossed?

\textbf{A.} Here $f_\infty=0.38(5.83)/[4\pi(1.22)(30)]=0.48\%$. The sufficient thickness is $30[(1-0.321)^{-1/2}-1]=6.4$ nm. Solving $f_c=f$ with $D$ included gives 3.9 nm, against 3.0 nm for the flat film. The wire tolerates a somewhat thicker shell, but not an unlimited one.

Setting $f_\infty=f$ gives a critical core radius of 7.3 nm. A 5 nm core has $f_\infty=2.0\%$, above the misfit. Its $f_c$ also exceeded 1.5\% at each shell thickness I computed: 1, 2, 5, 10, 20, 50 and 100 nm. This loop is then unfavourable, though other defects are not excluded.

\textbf{Q.} So will I see dislocations in the 30 nm wire?

\textbf{A.} Not necessarily; energy balance says nothing about the rate. For a rough estimate, let a half-loop of radius $s$ grow from the surface, with half the energy of a full loop and at most half the thin-shell stress $Mf$ resolved on its plane:
\begin{equation}
E(s)=\frac{\mu b^2s}{4(1-\nu)}\left[\ln\frac{8s}{r_0}-2\right]-\frac{Mf}{2}\,b\,\frac{\pi s^2}{2}.
\end{equation}
Its maximum is about 320 eV at $s\simeq9$ nm, thousands of times $k_BT$ at 800 K. That radius exceeds the 3.9 nm limiting thickness, so the uniform-stress half-loop does not fit such a shell, and the figure shows scale only. It also omits surface steps, roughness and image attraction. At the sidewall of your finished 30 nm shell the axial and hoop stresses are both $-Mf\eta$, a quarter of the thin-shell value, so the stress available to start a loop there is lower than this estimate assumes. The line energy used is that of the prismatic loop above; a circular glide loop, on which a resolved shear stress acts, has $1-\nu/2$ times that energy, which lowers the maximum to about 240 eV. A coherent wire can be metastable.

\textbf{Q.} How closely does the model resemble real silicon–germanium?

\textbf{A.} The parameters suit a [110] silicon wire with a shell containing 35 to 40\% germanium; along [110], $b$ is a lattice vector. The assumption most in doubt is the loop's character: moving it radially requires climb, whereas glide dislocations on inclined planes may relax the wire instead. Such a loop around the core gains much less. The core stress is $\sigma_c$ along the axis and $\sigma_c/2$ across it. A glide loop with plane normal $\mathbf n$ has $\mathbf b\cdot\mathbf n=0$, so only the difference $\sigma_c/2$ does work: the release is $(\sigma_c/2)\,b_zn_z$ times the area $\pi a^2/n_z$. With $b_z=b/2$ this is a quarter of the prismatic release, 3.8 keV for your wire. Holding the line energy fixed, the threshold becomes $4f_c$, which is 2.5\% at 30 nm and tends to $4f_\infty=1.9\%$ for a thick shell, above the misfit in both cases. A glide loop encircling the core is therefore unfavourable in this estimate; shorter glide segments within the shell are not assessed. For the prismatic loop, taking $r_0=b/2$ lowers the limiting thickness from 3.9 to 2.6 nm, so the first digit depends on the dislocation core.

For the finished 30 nm shell, the three other corrections I sized are small. A shell 10\% softer reduces the core force by 4\% in the finite-element model; I did not recompute the loop energy. A surface stress $\tau=1$ N/m adds an axial stress of order $2\tau/R$, or 1.5\% of the core stress. An expansion difference of $10^{-6}$ K$^{-1}$ over 500 K changes the misfit by 3\% of itself. These percentages do not carry over to the limiting thickness: at 3.9 nm the core stress is only about 0.65 GPa, and the same surface stress is 9\% of it. Facets and crystal anisotropy remain unsized. Within about 75 nm of a free end the core force departs from its mid-wire value by more than 5\%, so the formulas apply to wires much longer than twice that distance.
